# Carrier mobility limited by the strain field of edge dislocations

A nondegenerate semiconductor contains straight edge dislocations, with total line length $N$ per unit volume. For parallel lines, $N$ is also the number crossing a unit area perpendicular to them. How does their strain limit the carrier mobility?

The crystal is elastically isotropic with Poisson ratio $\nu$. The carriers occupy one spherical parabolic band of mass $m$, whose edge shifts by $E_1$ times the local dilatation. Scattering is elastic, independent at each line, and treated in the first Born approximation. Screening and charge on the lines are left out until part (g). The Burgers vectors, of length $b$, have random or threefold-symmetric azimuths about each line direction, except in part (f). Carrier energies $E$ are measured from the unstrained band edge, and $T$ is the temperature.

**(a) Find the potential energy of a carrier near one dislocation.** Take the line along $z$, the Burgers vector along $x$, and $r^2=x^2+y^2$, with azimuth $\phi$. The proposed displacement field is

$$u_x=\frac{b}{2\pi}\left[\phi+\frac{xy}{2(1-\nu)r^2}\right],$$
$$u_y=-\frac{b}{2\pi}\left[\frac{(1-2\nu)\ln r^2}{4(1-\nu)}+\frac{x^2-y^2}{4(1-\nu)r^2}\right].$$

*Solution.* The derivatives needed for the dilatation $\Delta=\partial_xu_x+\partial_yu_y$ are

$$\partial_xu_x=\frac{b}{2\pi}\left[-\frac{y}{r^2}+\frac{y(y^2-x^2)}{2(1-\nu)r^4}\right],$$
$$\partial_yu_y=-\frac{b}{2\pi}\left[\frac{(1-2\nu)y}{2(1-\nu)r^2}-\frac{x^2y}{(1-\nu)r^4}\right].$$

Over the common denominator $2(1-\nu)r^4$, the bracket multiplying $by/2\pi$ has numerator

$$-2(1-\nu)r^2+y^2-x^2-(1-2\nu)r^2+2x^2=-2(1-2\nu)r^2.$$

Hence

$$\Delta=-\frac{b}{2\pi}\frac{1-2\nu}{1-\nu}\frac{\sin\phi}{r}.$$

The field must satisfy equilibrium, $(1-2\nu)\nabla^2\mathbf u+\nabla\Delta=0$. Away from the line $\phi$ and $\ln r$ are harmonic, while $xy/r^2=\frac12\sin2\phi$ and $(x^2-y^2)/r^2=\cos2\phi$ are multiplied by $-4/r^2$ under the Laplacian. Thus

$$\nabla^2u_x=-\frac{b\,xy}{\pi(1-\nu)r^4},\qquad \nabla^2u_y=\frac{b(x^2-y^2)}{2\pi(1-\nu)r^4}.$$

Multiplied by $1-2\nu$, these cancel $\partial_x\Delta$ and $\partial_y\Delta$. On one circuit $\phi$ grows by $2\pi$, so $u_x$ grows by $b$ and $u_y$ returns to its value: the Burgers vector is correct.

There is also no net force on the line. Consider planes $y=\pm h$. The shear stress is odd in $x$ and integrates to zero. With shear modulus $G$, the normal stress is $2G[\nu\Delta/(1-2\nu)+\partial_yu_y]$. Using $\int h\,dx/r^2=\pi$ and $\int x^2h\,dx/r^4=\pi/2$, its two parts integrate to $-G\nu b/(1-\nu)$ and $+G\nu b/(1-\nu)$ at $y=h$. They cancel, and likewise at $y=-h$.

The potential energy is therefore

$$V=E_1\Delta=\mp A\frac{\sin\phi}{r},\qquad A=\frac{C}{2\pi},\qquad C=|E_1|b\frac{1-2\nu}{1-\nu},$$

with the upper sign for positive $E_1$. One side of the slip plane is compressed and the other expanded, so $V$ changes sign across it.

**(b) Find the Fourier transform of this potential.** Use $V_{\mathbf q}=\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}V$, where $\mathbf q$ lies in the plane at azimuth $\phi_q$.

*Solution.* Write $\sin\phi/r=y/r^2=\partial_y\ln r$. Since $\nabla^2\ln r=2\pi\delta^2(\mathbf r)$, the transform of $\ln r$ for $q\ne0$ is $-2\pi/q^2$. The derivative supplies $iq_y=iq\sin\phi_q$, giving

$$\frac{\sin\phi}{r}\longrightarrow-\frac{2\pi i\sin\phi_q}{q},\qquad |V_{\mathbf q}|^2=\frac{C^2\sin^2\phi_q}{q^2}.$$

The sign of $E_1$ has dropped out. The long range of the potential appears as the divergence at small $q$.

**(c) Find the momentum relaxation time for parallel lines.** Let $\mathbf k_\perp$ be the wave vector perpendicular to the lines and $E_\perp=\hbar^2k_\perp^2/2m$.

*Solution.* A straight line is uniform along its length, so $k_z$ is conserved. In a crystal of cross-section $S$, one line has matrix element $V_{\mathbf q}/S$, with $\mathbf q=\mathbf k_\perp'-\mathbf k_\perp$. There are $NS$ lines, and the sum over final states is $S\int d^2k'/(2\pi)^2$. All factors of $S$ cancel. The energy delta function gives $\int k'dk'\,\delta(E'-E)=m/\hbar^2$, so the rate into angle $d\theta$ is

$$w(\theta)\,d\theta=\frac{2\pi N}{\hbar}\frac{1}{(2\pi)^2}\frac{m}{\hbar^2}|V_{\mathbf q}|^2d\theta=\frac{Nm}{2\pi\hbar^3}|V_{\mathbf q}|^2d\theta.$$

For random Burgers azimuths $\sin^2\phi_q$ averages to $1/2$. Three azimuths $60^\circ$ apart give the same average, because the three terms $\cos2\phi_q$ sum to zero. Elasticity gives $q^2=2k_\perp^2(1-\cos\theta)$.

A collision removes the fraction $1-\cos\theta$ of the momentum along $\mathbf k_\perp$. The sideways change is odd in $\theta$ and cancels between $\theta$ and $-\theta$. Therefore

$$\frac1{\tau_\perp}=\frac{Nm}{2\pi\hbar^3}\int_0^{2\pi}d\theta\,\frac{C^2}{2}\frac{1-\cos\theta}{2k_\perp^2(1-\cos\theta)}=\frac{NmC^2}{4\hbar^3k_\perp^2}.$$

Substituting $k_\perp^2=2mE_\perp/\hbar^2$,

$$\tau_\perp=\frac{8\hbar E_\perp}{NC^2}.$$

The total collision rate diverges at $\theta=0$, but those collisions hardly change the momentum. All deflection angles contribute equally to the momentum loss. The mass cancels from $\tau_\perp$ at fixed energy.

This is a true relaxation time. A disturbance of the distribution of the form $\mathbf k_\perp\cdot\mathbf g$, with $\mathbf g$ depending on conserved energies, decays at the rate $1/\tau_\perp$ without changing its angular form.

**(d) Find the mobility perpendicular to the parallel lines.**

*Solution.* Let a force $F$ act along $x$ in the plane perpendicular to the lines. In the steady state, the linearized Boltzmann equation gives

$$F v_x\frac{\partial f_0}{\partial E}=-\frac{f_1}{\tau_\perp}.$$

For Maxwell statistics $\partial f_0/\partial E=-f_0/k_BT$, so $f_1=F\tau_\perp v_xf_0/k_BT$. The mean velocity is $F\langle v_x^2\tau_\perp\rangle/k_BT$. In two dimensions the angular average of $v_x^2$ is $E_\perp/m$. With $|F|=e$ per unit electric field,

$$\mu_\perp=\frac{e}{mk_BT}\langle E_\perp\tau_\perp\rangle=\frac{8e\hbar}{mk_BTNC^2}\langle E_\perp^2\rangle.$$

The two-dimensional density of states is constant, so $E_\perp$ has probability density $e^{-E_\perp/k_BT}/k_BT$ and $\langle E_\perp^2\rangle=2(k_BT)^2$. Hence

$$\boxed{\mu_\perp=\frac{16e\hbar k_BT}{mNC^2}}.$$

One factor of temperature remains because faster carriers have longer relaxation times. The inverse dependence on $N$ comes from adding independent collision rates. Along the lines this mechanism gives no resistance, because $k_z$ is conserved.

**(e) Repeat the calculation for isotropically random line directions.**

*Solution.* Consider lines along a unit vector $\mathbf n$, at angle $\alpha$ to $\mathbf k$. By part (c), they remove momentum in proportion to $\mathbf k_\perp/k_\perp^2$, where $\mathbf k_\perp=\mathbf k-(\mathbf k\cdot\mathbf n)\mathbf n$. Its component along $\mathbf k$ is

$$\frac{k\sin^2\alpha}{k^2\sin^2\alpha}=\frac1k,$$

independent of $\alpha$. The component perpendicular to $\mathbf k$ vanishes when $\mathbf n$ is averaged around $\mathbf k$. Thus $\langle\mathbf k_\perp/k_\perp^2\rangle=\mathbf k/k^2$, and part (c) gives an isotropic relaxation time with the full energy:

$$\tau(E)=\frac{8\hbar E}{NC^2}.$$

Now $v_x^2$ averages to $2E/3m$ over angles. The three-dimensional energy distribution is proportional to $E^{1/2}e^{-E/k_BT}$, so $\langle E^2\rangle=\frac{15}{4}(k_BT)^2$. Hence

$$\mu=\frac{e}{k_BT}\frac{2}{3m}\frac{8\hbar}{NC^2}\frac{15}{4}(k_BT)^2,$$

$$\boxed{\mu=\frac{20e\hbar k_BT}{mNC^2}}.$$

This is the Dexter–Seitz scaling, $\mu\propto T/N$, at fixed band and elastic parameters. The number in front depends on how the lines are oriented.

**(f) Does the scaling survive if all lines are parallel and share one Burgers direction?**

*Solution.* Let $\mathbf k_\perp$ have azimuth $\phi$ before a collision and $\phi+\theta$ after it. Then $\phi_q=\phi+\theta/2+\pi/2$, so $\sin^2\phi_q=\frac12[1+\cos(2\phi+\theta)]$. In units of $1/\tau_\perp$, the loss operator acting on an angular distribution $g$ is

$$Lg=\frac1{4\pi}\int_0^{2\pi}d\theta\,\frac{1+\cos(2\phi+\theta)}{\sin^2(\theta/2)}[g(\phi)-g(\phi+\theta)],$$

with the singularity at zero angle approached symmetrically. The factor $1-\cos\theta$ alone no longer suffices, since left and right deflections have different probabilities.

Define $J_p=\int_0^{2\pi}(1-\cos p\theta)/\sin^2(\theta/2)\,d\theta$. For $p\ge1$,

$$J_{p+1}-2J_p+J_{p-1}=4\int_0^{2\pi}\cos p\theta\,d\theta=0.$$

With $J_0=0$ and $J_1=4\pi$, this gives $J_p=4\pi|p|$. For $g=e^{in\phi}$ the isotropic part of the kernel gives $J_n/4\pi=|n|$. The other part produces $e^{i(n\pm2)\phi}$ with coefficient

$$\frac{J_{n\pm1}-J_1}{8\pi}=\frac{|n\pm1|-1}{2}.$$

For $n=1$ the lower term returns $-\frac12e^{-i\phi}$. Combining exponentials,

$$L\cos\phi=\tfrac12\cos\phi+\tfrac12\cos3\phi,\qquad L\sin\phi=\tfrac32\sin\phi+\tfrac12\sin3\phi.$$

For odd $n\ge3$, both series have diagonal element $n$ and coupling $n/2$ between $n$ and $n+2$.

A field along $b$ requires solving $Lg=\cos\phi$; a field across $b$ requires $Lg=\sin\phi$. The coefficient $g_1$ is the mobility relative to part (d). For $n\ge3$ the equations are

$$\frac{n-2}{2}g_{n-2}+ng_n+\frac n2g_{n+2}=0.$$

Eliminating from high $n$ downwards gives $R_ng_n=-\frac12(n-2)g_{n-2}$, where $R_n=n-(n/2)^2/R_{n+2}$. The first equation then yields

$$g_1^{\parallel b}=\frac1{\frac12-1/(4R_3)},\qquad g_1^{\perp b}=\frac1{\frac32-1/(4R_3)}.$$

Numerically these are 2.526 and 0.716. The potential transfers momentum preferentially across $b$, so the mobility is larger along it. Every element of the operator is multiplied by the same $N/k_\perp^2$. The energy average is therefore unchanged, and $\mu\propto T/N$ survives with a direction-dependent prefactor.

**(g) Evaluate the result for a narrow-gap semiconductor model and assess the neglected effects.** Use $m=0.04\,m_e$, $|E_1|=5$ eV, $b=0.4$ nm, $\nu=1/3$, $T=300$ K and $N=10^{10}$ cm$^{-2}$, with random line directions. For the corrections take a free-carrier density $n_c=10^{16}$ cm$^{-3}$, a gap of 0.75 eV and relative permittivity 14.

*Solution.* The scattering strength is

$$C=5\times0.4\times\frac{1/3}{2/3}=1.0\ \text{eV nm},\qquad A=0.159\ \text{eV nm}.$$

At $E=\frac52k_BT=0.0646$ eV, and with $N=10^{-4}$ nm$^{-2}$,

$$\tau=\frac{8(6.58\times10^{-16}\ \text{eV s})(0.0646\ \text{eV})}{(10^{-4}\ \text{nm}^{-2})(1.0\ \text{eV nm})^2}=3.40\ \text{ps}.$$

Since $20k_BT=8(\frac52k_BT)$, the mobility is $e\tau/m$ at this energy:

$$\mu=1.50\times10^5\ \text{cm}^2/(\text{V s}).$$

For parallel lines, part (d) gives $1.20\times10^5$ cm$^2$/(V s). Quadrature over angles and energies, starting from $|V_{\mathbf q}|^2$, confirms both values. For random directions it gives $1.00\times10^5$ cm$^2$/(V s) at 200 K and $2.24\times10^5$ at 450 K, with $N$ fixed. At 300 K, raising $N$ tenfold lowers the mobility to $1.50\times10^4$.

*The Born approximation.* Its weakness can be estimated from the phase gathered on a straight path. For speed $v_\perp$ at azimuth $\phi$ and signed distance $p$ from the line, put $y=s\sin\phi+p\cos\phi$ and $r^2=s^2+p^2$. The term odd in $s$ integrates to zero, leaving a phase of magnitude

$$\frac{A}{\hbar v_\perp}\left|\int_{-\infty}^{\infty}\frac{p\cos\phi}{s^2+p^2}ds\right|=\pi\eta|\cos\phi|,\qquad \eta=\frac{A}{\hbar v_\perp}.$$

The phase has opposite signs on the two sides of the line. The part of the transmitted wave that changes sign there is proportional to the sine of the phase, whereas the Born approximation keeps the phase itself. Averaging the squares over $\phi$ multiplies the Born rate by

$$D=\frac{\langle\sin^2(\pi\eta\cos\phi)\rangle}{\pi^2\eta^2/2}=\frac{4[1-J_0(z)]}{z^2},\qquad z=2\pi\eta,$$

where $J_0(z)=\langle\cos(z\cos\phi)\rangle$ is now the Bessel function. For small $\eta$, $D\simeq1-\pi^2\eta^2/4$. This argument describes small deflections; applying $D$ at all angles gives an estimate, not a controlled correction.

At $\frac52k_BT$ and motion perpendicular to the line, $\eta=0.32$, and $D$ reduces the rate by about 23%. Random lines also meet carriers with smaller $v_\perp$, for which the effect is stronger. Averaging with $D$ raises the mobility by a factor of about 1.7 and lowers the local exponent $d\ln\mu/d\ln T$ from 1 to about 0.5. These figures overstate the correction, because large deflections matter for momentum loss and the straight-path argument does not describe them. Solving the wave equation for the same potential with coupled partial waves gives a reduction of about 12% at $\eta=0.32$, a mobility factor of about 1.3 and an exponent of about 0.8. With the long-range potential cut off smoothly at radius $R$, the rate at $\eta=0.32$ shifts by less than 1% as $k_\perp R$ goes from 32 to 128. The linear temperature dependence is therefore only approximate for these parameters at 300 K. At large $z$, $D$ behaves as $4/z^2\propto k_\perp^2$, which cancels the Born rate's $1/k_\perp^2$ and explains the weaker temperature dependence of the estimate.

Since $\eta^2=mA^2/(2\hbar^2E_\perp)$, the linear law needs

$$k_BT\gg\frac{mA^2}{\hbar^2}=0.0133\ \text{eV},$$

or $T\gg154$ K. Room temperature exceeds this scale by a factor of only two. A smaller $m$ or $C$ would improve the approximation.

*Other effects.* The following mobility ratios are relative to the Born value for random lines, with one change made at a time:

- Static screening multiplies $V_{\mathbf q}$ by $q^2/(q^2+\kappa^2)$. Here $\kappa^{-1}=45$ nm, and the ratio is 1.10.
- Compensation by neighbouring lines, modelled by the same factor with $\kappa=\sqrt N$, gives 1.04.
- Removing the potential inside $r<b$ gives 1.01; Fermi statistics also gives 1.01.
- The nonparabolic band $E(1+E/E_g)=\hbar^2k^2/2m$, where $E_g$ is the gap and Bloch overlaps are set to one, gives 0.77.
- A line charge of 0.02 electron per length $b$, screened by the free carriers, gives 0.67. This is a Born value: in that approximation the real Fourier component of the charge does not interfere with the imaginary strain component, so the squares add. Beyond it, the two contributions need not be additive. The phase gathered on a path through the charged line is about 3 rad, and coupled partial waves for motion perpendicular to the line give a combined rate of 1.50 times the Born strain rate at $\frac52k_BT$ and 1.43 times at half that wave number, against Born sums of 1.36 and 1.71.

The assumed line charge amounts to $5\times10^{15}$ cm$^{-3}$, half the free-carrier density; the donors must supply both. In a piezoelectric crystal the strain also creates an electric potential. For a rough coefficient of 0.05 C/m$^2$, with angular factors omitted, its squared matrix element is about 0.2 of the peak deformation value $C^2/q^2$ (0.4 of the azimuth average $C^2/2q^2$) at $q=\sqrt2\,k$ for a carrier of energy $\frac52k_BT$. This ratio grows as $1/q^2$, so small deflections dominate the piezoelectric momentum loss, which would diverge without screening. With the screening length above, the piezoelectric and deformation parts together give a momentum-loss rate about two to three times that of the deformation potential alone if both have a similar angular average, and three to four times if the piezoelectric part is left unaveraged, so this effect cannot be assumed small.

*Comparison with real material.* The mass, gap and permittivity are round values in the rough regime of narrow-gap III–V conduction bands. The chosen dislocation density represents heavily defective material, not a good device layer. A rough room-temperature phonon mobility is $10^4$ cm$^2$/(V s), some 15 times below the Born dislocation mobility. The two would be equal at

$$N=10^{10}\times\frac{1.50\times10^5}{10^4}=1.5\times10^{11}\ \text{cm}^{-2}.$$

The strain mechanism alone therefore does not predict the total mobility of such a layer. Real dislocations can carry charge, which breaks the model's neutral-line assumption; even the small filling considered above lowers the Born mobility by a third. The numerical output lists most of the values behind these estimates.

## Calculated quantities

```
Band mass: 0.04 m_e; E1 magnitude: 5.0 eV
Burgers length: 0.40 nm; Poisson ratio: 0.3333
Temperature: 300 K; kT: 0.02585 eV
Dislocation density: 1.0e+10 cm^-2
Free-carrier density: 1.0e+16 cm^-3
Gap: 0.75 eV; relative permittivity: 14
Scattering strength C: 1.0000 eV nm
Potential amplitude A=C/(2 pi): 0.1592 eV nm
Fourier-transform relative error: 3.7e-04
Typical energy 5kT/2: 0.06463 eV
Typical wave number: 0.2605 nm^-1
Typical speed: 7.539e+07 cm/s
Relaxation time at 5kT/2: 3.403 ps
Mean free path at 5kT/2: 2566 nm
Dislocation spacing N^(-1/2): 100.0 nm
Mobility, random lines: 1.4964e+05 cm^2/(V s)
Mobility, across parallel lines: 1.1971e+05 cm^2/(V s)
Born mobility at 200 K: 9.9761e+04 cm^2/(V s)
Born mobility at 450 K: 2.2446e+05 cm^2/(V s)
Mobility at N=1e+09 cm^-2: 1.4964e+06 cm^2/(V s)
Mobility at N=1e+11 cm^-2: 1.4964e+04 cm^2/(V s)
Born slope d ln(mu)/d ln(T): 1.000000
Born slope d ln(mu)/d ln(N): -1.000000
Fixed Burgers mobility factor along b: 2.52566
Fixed Burgers mobility factor across b: 0.71637
Truncation shift of these factors: 0.0e+00
Born parameter A/(hbar v) at 5kT/2: 0.3207
Born energy scale m A^2/hbar^2: 0.01330 eV
Born temperature scale: 154.3 K
Debye screening length: 44.72 nm
Mobility ratio, screening: 1.1030
Mobility ratio, neighbour compensation: 1.0441
Mobility ratio, core removed inside b: 1.0102
Mobility ratio, straight-path Born estimate: 1.7034
Mobility ratio, charged lines added: 0.6697
Slope in T with straight-path estimate: 0.5138
Assumed line filling: 0.020 electrons per b
Charge bound on lines: 5.00e+15 cm^-3
Band density Nc: 2.008e+17 cm^-3; n/Nc: 0.0498
Mobility ratio, Fermi statistics: 1.0088
Mobility ratio, nonparabolic band: 0.7676
Rough piezoelectric coefficient: 0.05 C/m^2
Piezo/deformation amplitude, order of size: 0.44
Piezo/deformation rate, order of size: 0.19
Rough phonon mobility input: 1e+04 cm^2/(V s)
N for equal mobilities: 1.50e+11 cm^-2
```
